# Rank of the sphere contribution in LAPW secular matrices: test program

```python
# RESULT UNDER TEST (Hartree atomic units)
# The sphere part of an LAPW overlap or Hamiltonian matrix has, per atom,
#     rank <= min(N, 2 (lmax+1)^2),
# and its effective rank (eigenvalues above a threshold) stops growing with
# lmax near l = R*Kmax.
# N: number of plane waves |K| <= Kmax; R: sphere radius; u, udot: radial
# function and its energy derivative; alpha, beta: their matching coefficients;
# filling: fraction of the cell volume inside the sphere.
import math
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn, eval_legendre

R, ENERGY, DEPTH, KMAX = 2.0, 0.5, 3.0, 4.0
X = R * KMAX
gx, gw = np.polynomial.legendre.leggauss(40)
r_nodes, r_weights = R * (gx + 1) / 2, R * gw / 2


def radial(l, energy):
    """Normalized u and udot: nodal values, value and slope at R, |udot|^2."""
    def rhs(r, y):
        w, dw, e, de = y
        q = 2 * (energy + DEPTH * math.exp(-r * r))
        c = 2 * (l + 1) / r
        return [dw, -c * dw - q * w, de, -c * de - q * e - 2 * w]
    r0 = 1e-3
    cw, ce = -2 * (energy + DEPTH) / (4 * l + 6), -2 / (4 * l + 6)
    start = [1 + cw * r0**2, 2 * cw * r0, ce * r0**2, 2 * ce * r0]
    points = np.append(r_nodes, R)
    sol = solve_ivp(rhs, (r0, R), start, method="DOP853", t_eval=points,
                    rtol=1e-10, atol=1e-13)
    assert sol.success
    w, dw, e, de = sol.y
    shape = (points / R)**l
    u, du = shape * w, shape * (dw + l * w / points)
    v, dv = shape * e, shape * (de + l * e / points)
    measure = r_weights * r_nodes**2
    norm = math.sqrt(np.sum(measure * u[:-1]**2))
    u, du, v, dv = u / norm, du / norm, v / norm, dv / norm
    proj = np.sum(measure * u[:-1] * v[:-1])
    v, dv = v - proj * u, dv - proj * du
    return dict(u=u[:-1], v=v[:-1], uR=u[-1], duR=du[-1], vR=v[-1],
                dvR=dv[-1], nv=np.sum(measure * v[:-1]**2))


LTOP = 46
rad = [radial(l, ENERGY) for l in range(LTOP + 1)]


def matching(l, k):
    """Coefficients of u and udot from the Wronskian formulas."""
    j, s = spherical_jn(l, k * R), k * spherical_jn(l, k * R, derivative=True)
    f = rad[l]
    return (R**2 / 2 * (f["vR"] * s - f["dvR"] * j),
            R**2 / 2 * (f["duR"] * j - f["uR"] * s))


# udot against finite differences of the normalized radial function
for l in (0, 3, 8):
    h = 1e-3
    diff = (radial(l, ENERGY + h)["uR"] - radial(l, ENERGY - h)["uR"]) / (2*h)
    assert abs(diff - rad[l]["vR"]) < 1e-4

# The augmented wave must meet the plane wave in value and slope at R
cosines = np.linspace(-1, 1, 101)
plane = np.exp(1j * X * cosines)
value, slope = np.zeros(101, complex), np.zeros(101, complex)
jump = {}
for l in range(26):
    a, b = matching(l, KMAX)
    f = rad[l]
    ang = 1j**l * (2 * l + 1) * eval_legendre(l, cosines)
    value += ang * (a * f["uR"] + b * f["vR"])
    slope += ang * (a * f["duR"] + b * f["dvR"])
    jump[l] = np.max(abs(value - plane))
assert jump[25] < 1e-6
assert np.max(abs(slope - 1j * KMAX * cosines * plane)) < 1e-5


def plane_waves(edge):
    m = int(KMAX * edge / (2 * np.pi)) + 2
    g = np.array(np.meshgrid(*[np.arange(-m, m + 1)] * 3)).reshape(3, -1).T
    k = (g + np.array([0.13, 0.21, 0.34])) * 2 * np.pi / edge
    return k[np.linalg.norm(k, axis=1) <= KMAX]


def sphere_terms(kvec, edge, lmax):
    """Yield the l-th terms of the sphere overlap and Hamiltonian matrices."""
    k = np.linalg.norm(kvec, axis=1)
    unit = kvec / k[:, None]
    cos = np.clip(unit @ unit.T, -1, 1)
    for l in range(lmax + 1):
        a, b = matching(l, k)
        nv = rad[l]["nv"]
        p = 4 * np.pi / edge**3 * (2 * l + 1) * eval_legendre(l, cos)
        s = np.outer(a, a) + nv * np.outer(b, b)
        cross = np.outer(a, b)
        yield p * s, p * (ENERGY * s + 0.5 * (cross + cross.T))


def rank(eigenvalues):
    size = np.abs(eigenvalues)
    return int(np.sum(size > 1e-12 * size.max()))


def bound(lmax):
    return 2 * (lmax + 1)**2


# Compact cell: touching spheres on a simple cubic lattice
edge_c = 2 * R
kc = plane_waves(edge_c)
nc = len(kc)
S = np.zeros((nc, nc))
compact_rank = []
for l, (ds, dh) in enumerate(sphere_terms(kc, edge_c, 8)):
    S += ds
    eig_c = np.linalg.eigvalsh(S)
    compact_rank.append(rank(eig_c))
    assert compact_rank[-1] == min(nc, bound(l))
    if l == 3:
        S3 = S.copy()

# Direct three-dimensional quadrature, lmax = 3, also with a cubic weight
tc, tw = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
st = np.sqrt(1 - tc**2)
dirs = np.stack([np.outer(st, np.cos(phi)), np.outer(st, np.sin(phi)),
                 np.outer(tc, np.ones(16))], axis=-1).reshape(-1, 3)
aw = np.repeat(tw, 16) * 2 * np.pi / 16
klen = np.linalg.norm(kc, axis=1)
wave = np.zeros((len(r_nodes), len(dirs), nc), complex)
for l in range(4):
    a, b = matching(l, klen)
    rp = np.outer(rad[l]["u"], a) + np.outer(rad[l]["v"], b)
    ap = 1j**l * (2*l + 1) * eval_legendre(l, dirs @ (kc / klen[:, None]).T)
    wave += rp[:, None, :] * ap[None, :, :]
wave = wave.reshape(-1, nc) / edge_c**1.5
vol = np.outer(r_weights * r_nodes**2, aw).ravel()
S_quad = wave.conj().T @ (vol[:, None] * wave)
quad_error = np.max(abs(S_quad - S3))
assert quad_error < 1e-9
cubic = np.outer((r_nodes / R)**4, np.sum(dirs**4, axis=1)).ravel()
W = wave.conj().T @ ((vol * cubic)[:, None] * wave)
rank_cubic = rank(np.linalg.eigvalsh(W))
assert rank_cubic == bound(3) < nc

# Open cell: full N x N matrices, diagonalized for each lmax
edge_o, LBOX = 10.0, 14
ko = plane_waves(edge_o)
no = len(ko)
S, H = np.zeros((no, no)), np.zeros((no, no))
eps_list = (1e-2, 1e-4)
table, traces = [], []
for l, (ds, dh) in enumerate(sphere_terms(ko, edge_o, LBOX)):
    S += ds
    H += dh
    traces.append(np.trace(ds) / (2 * l + 1))
    ev = np.linalg.eigvalsh(S)
    table.append([int(np.sum(ev > eps)) for eps in eps_list])
    if l <= 8:
        assert rank(ev) == bound(l)
    if l == 3:
        rank_h = rank(np.linalg.eigvalsh(H))
        assert rank_h == bound(3)
        phase = np.exp(1j * ko @ np.full(3, edge_o / 2))
        pair = S * (1 + np.outer(phase.conj(), phase))
        rank_pair = rank(np.linalg.eigvalsh(pair))
        assert rank_pair == 2 * bound(3)
table = np.array(table)
assert table[-1, 0] - table[10, 0] <= 0.02 * table[-1, 0]
assert table[5, 0] < 0.8 * table[-1, 0]

# Plane-wave count from reciprocal-space volume; small cells fluctuate more
fill_c, fill_o = [4 * np.pi * R**3 / (3 * e**3) for e in (edge_c, edge_o)]
est_c, est_o = [2 * X**3 / (9 * np.pi * f) for f in (fill_c, fill_o)]
assert abs(est_c / nc - 1) < 0.2 and abs(est_o / no - 1) < 0.03
fill_cross = X**3 / (9 * np.pi * (X + 1)**2)


def channel(l, kmax):
    """Two eigenvalues per lm in the large-cell limit, ascending."""
    q, w = np.polynomial.legendre.leggauss(200)
    k, w = kmax * (q + 1) / 2, kmax * w / 2
    a, b = matching(l, k)
    c = np.array([a, math.sqrt(rad[l]["nv"]) * b])
    return np.linalg.eigvalsh(2 / np.pi * (c * w * k**2) @ c.T)


limit = np.array([channel(l, KMAX) for l in range(LBOX + 1)])
for l in range(9):
    assert abs(traces[l] / limit[l].sum() - 1) < 0.1
limit_rank = [sum((2*l + 1) * int(np.sum(limit[l] > eps))
                  for l in range(LBOX + 1)) for eps in eps_list]
# A finite cell splits each (2l+1)-fold level, so counts differ near threshold
for i in range(2):
    assert abs(table[-1, i] / limit_rank[i] - 1) < 0.2

# Decay of spherical Bessel functions once l + 1/2 >= x
for x in np.linspace(0.5, 32, 127):
    first = max(1, math.ceil(x - 0.5))
    for l in range(first, first + 12):
        ratio = spherical_jn(l, x) / spherical_jn(l - 1, x)
        assert 0 < ratio < x / (2 * l + 1 - x) * (1 + 1e-10)

# Saturation l for growing R*Kmax in the large-cell limit
scan = []
for x in (4, 8, 16, 32):
    top = np.array([channel(l, x / R)[1] for l in range(LTOP + 1)])
    sat = [int(np.max(np.where(top > eps)[0])) for eps in eps_list]
    assert max(sat) < LTOP
    assert all(abs(s - x) <= 2 * x**(1 / 3) + 1 for s in sat)
    scan.append((x, *sat))
assert abs(scan[-1][2] / 32 - 1) < abs(scan[0][2] / 4 - 1)

print(f"R = {R} bohr, Kmax = {KMAX} bohr^-1, R*Kmax = {X}")
print(f"well depth = {DEPTH} hartree, linearization E = {ENERGY} hartree")
for name, e, f, n, est in (("compact", edge_c, fill_c, nc, est_c),
                           ("open", edge_o, fill_o, no, est_o)):
    print(f"{name} cell: edge {e} bohr, filling {f:.4f}, "
          f"N = {n}, estimated N = {est:.1f}")
print(f"rank bound at lmax = 8: {bound(8)}")
print(f"filling below which N exceeds this bound: {fill_cross:.4f}")
print("compact cell, rank for lmax = 0..8:", *compact_rank)
print(f"compact cell, lmax = 8: smallest overlap eigenvalue {eig_c[0]:.2e}")
print(f"compact cell, lmax = 8: eigenvalues > 0.01: {np.sum(eig_c > 0.01)}")
print(f"quadrature error of overlap, lmax = 3: {quad_error:.1e}")
print(f"lmax = 3 ranks: cubic weight {rank_cubic}, Hamiltonian {rank_h}, "
      f"two atoms {rank_pair}")
print("open cell: lmax, bound, effective rank for eps = 1e-2, 1e-4")
for l in range(LBOX + 1):
    print(f"  {l:2d} {bound(l):4d} {table[l, 0]:4d} {table[l, 1]:4d}")
print("large-cell effective rank, eps = 1e-2, 1e-4:", *limit_rank)
print("large-cell limit: l, larger and smaller eigenvalue, j_l(R*Kmax)")
for l in (0, 4, 6, 7, 8, 9, 10, 11, 12, 14):
    print(f"  {l:2d} {limit[l, 1]:.3e} {limit[l, 0]:.3e} "
          f"{spherical_jn(l, X):.3e}")
print("R*Kmax, last l above eps = 1e-2, and above eps = 1e-4")
for row in scan:
    print("  %2d %3d %3d" % row)
print("largest value mismatch at R for K = Kmax (plane wave modulus 1):")
print("  " + ", ".join(f"lmax {l}: {jump[l]:.2e}" for l in (6, 8, 10, 12, 14)))
print("verified")
```

Running it gives:

```
R = 2.0 bohr, Kmax = 4.0 bohr^-1, R*Kmax = 8.0
well depth = 3.0 hartree, linearization E = 0.5 hartree
compact cell: edge 4.0 bohr, filling 0.5236, N = 70, estimated N = 69.2
open cell: edge 10.0 bohr, filling 0.0335, N = 1083, estimated N = 1080.8
rank bound at lmax = 8: 162
filling below which N exceeds this bound: 0.2236
compact cell, rank for lmax = 0..8: 2 8 18 32 50 70 70 70 70
compact cell, lmax = 8: smallest overlap eigenvalue 5.21e-05
compact cell, lmax = 8: eigenvalues > 0.01: 62
quadrature error of overlap, lmax = 3: 8.9e-16
lmax = 3 ranks: cubic weight 32, Hamiltonian 32, two atoms 64
open cell: lmax, bound, effective rank for eps = 1e-2, 1e-4
   0    2    2    2
   1    8    8    8
   2   18   18   18
   3   32   32   32
   4   50   41   50
   5   72   52   72
   6   98   65   98
   7  128   80  113
   8  162   96  130
   9  200   96  149
  10  242   96  170
  11  288   96  170
  12  338   96  170
  13  392   96  170
  14  450   96  170
large-cell effective rank, eps = 1e-2, 1e-4: 97 170
large-cell limit: l, larger and smaller eigenvalue, j_l(R*Kmax)
   0 2.380e+00 6.342e-01 1.237e-01
   4 4.848e-01 6.093e-03 2.088e-02
   6 1.482e-01 2.124e-04 1.531e-01
   7 4.794e-02 2.939e-05 1.223e-01
   8 1.155e-02 3.416e-06 7.614e-02
   9 2.157e-03 3.370e-07 3.953e-02
  10 3.224e-04 2.851e-08 1.774e-02
  11 3.952e-05 2.091e-09 7.047e-03
  12 4.051e-06 1.341e-10 2.517e-03
  14 2.644e-08 3.806e-13 2.443e-04
R*Kmax, last l above eps = 1e-2, and above eps = 1e-4
   4   3   5
   8   8  10
  16  16  19
  32  32  36
largest value mismatch at R for K = Kmax (plane wave modulus 1):
  lmax 6: 1.57e+00, lmax 8: 6.86e-01, lmax 10: 1.53e-01, lmax 12: 2.12e-02, lmax 14: 2.03e-03
verified
```
